**Octahedral point-charge splitting of a d shell**

For six charges −Ze at distance R on the Cartesian axes, the program tests the fourth-order field C₄₀ + √(5/14)(C₄₄ + C₄,₋₄) and the splitting 10Dq = 5Ze²⟨r⁴⟩/(3R⁵). Here C_kq are Racah-normalised spherical harmonics, ⟨r⁴⟩ is the radial average for the d electron, and 10Dq is the energy of e_g minus that of t₂g. The program asserts that projections of the direct Coulomb sum agree with the expansion through k = 5, and that the sixth-order harmonics have no d-shell matrix elements. It also compares the derived 5×5 matrix with one integrated directly from the inverse distances, for shells inside, at and outside R, and asserts that the real d orbitals diagonalise the direct matrix for a shell inside R. For Z = 2, R = 4 a₀ and a radial function r² exp(−3r/a₀), the closed formula gives 0.012659 hartree, or about 2778 cm⁻¹. The full Coulomb matrix, with the tail beyond R included, gives 0.012654 hartree, so the closed formula is too large by 0.04 percent. These figures test the formula within the point-charge model, not the model against experiment.

## Numerical verification

```python
"""
Octahedral point-charge field acting on one d electron.

Result under test: six charges -Z e at distance R on the Cartesian axes give
  V = 6 Z/R + (7 Z r^4 / 2 R^5) [C40 + sqrt(5/14) (C44 + C4-4)] + (k >= 6),
and, for a d shell inside R,
  10Dq = E(eg) - E(t2g) = 5 Z <r^4> / (3 R^5).

Hartree atomic units: e^2 = 1, lengths in bohr (a0), energies in hartree.
C_kq = sqrt(4 pi/(2k+1)) Y_kq with the Condon-Shortley phase.
Z: ligand charge number; zeta: exponent of the radial function r^2 exp(-zeta r).
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants
from scipy.special import lpmv

AXES = np.eye(3)
LIGANDS = np.vstack([AXES, -AXES])


def racah(k, q, directions):
    """Racah-normalised spherical harmonic C_kq at unit vectors."""
    x, y, z = np.moveaxis(np.asarray(directions, float), -1, 0)
    m = abs(q)
    value = sqrt(factorial(k - m) / factorial(k + m)) \
        * lpmv(m, k, np.clip(z, -1, 1)) * np.exp(1j * m * np.arctan2(y, x))
    return value if q >= 0 else (-1) ** m * np.conj(value)


def d_harmonics(directions):
    """Y_2m for m = -2..2, one row for each m."""
    return np.array([sqrt(5 / (4 * pi)) * racah(2, m, directions)
                     for m in range(-2, 3)])


def sphere_grid(n_polar=60, n_azimuth=64):
    z, wz = np.polynomial.legendre.leggauss(n_polar)
    phi = 2 * pi * np.arange(n_azimuth) / n_azimuth
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    rho = np.sqrt(1 - zz ** 2)
    points = np.stack([rho * np.cos(pp), rho * np.sin(pp), zz], axis=-1)
    weights = np.repeat(wz, n_azimuth) * 2 * pi / n_azimuth
    return points.reshape(-1, 3), weights


def direct_shell_matrix(r, R):
    """<2m| sum_i 1/|r - R_i| |2m'> on a shell of radius r.

    No multipole expansion: the polar variable about each ligand axis is
    replaced by the electron-ligand distance s, which cancels 1/s.
    """
    t, wt = np.polynomial.legendre.leggauss(12)
    n_phi = 12
    phi = 2 * pi * np.arange(n_phi) / n_phi
    s = max(r, R) + min(r, R) * t
    cosine = np.clip((r * r + R * R - s * s) / (2 * r * R), -1, 1)
    sine = np.sqrt(1 - cosine ** 2)
    weights = np.repeat(min(r, R) * wt / (r * R), n_phi) * 2 * pi / n_phi
    matrix = np.zeros((5, 5), complex)
    for i in range(3):
        u, v = AXES[(i + 1) % 3], AXES[(i + 2) % 3]
        around = np.cos(phi)[:, None] * u + np.sin(phi)[:, None] * v
        for sign in (1, -1):
            points = (sign * cosine[:, None, None] * AXES[i]
                      + sine[:, None, None] * around[None, :, :])
            Y = d_harmonics(points.reshape(-1, 3))
            matrix += (np.conj(Y) * weights) @ Y.T
    return matrix


points, weights = sphere_grid()
Y2 = d_harmonics(points)


def d_matrix(k, q):
    """Matrix of C_kq in the d shell by quadrature on the sphere."""
    return (np.conj(Y2) * (weights * racah(k, q, points))) @ Y2.T


# Ligand sums from the six positions
S = {(k, q): racah(k, q, LIGANDS).sum().real
     for k, q in [(0, 0), (2, 0), (4, 0), (4, 4), (4, -4), (6, 0)]}
assert abs(S[4, 4] / S[4, 0] - sqrt(5 / 14)) < 1e-12
assert abs(S[6, 0] - 3 / 4) < 1e-12

# Projection of the direct Coulomb sum, R = 1 and r = 1/2
r_test = 0.5
coulomb = sum(1 / np.linalg.norm(r_test * points - lig, axis=1)
              for lig in LIGANDS)
expected = {(0, 0): 6.0, (4, 0): 3.5 * r_test ** 4,
            (4, 4): 3.5 * sqrt(5 / 14) * r_test ** 4,
            (4, -4): 3.5 * sqrt(5 / 14) * r_test ** 4}
projection_error = 0.0
for k in range(6):
    for q in range(-k, k + 1):
        coefficient = (2 * k + 1) / (4 * pi) * np.sum(
            weights * np.conj(racah(k, q, points)) * coulomb)
        projection_error = max(projection_error,
                               abs(coefficient - expected.get((k, q), 0)))
assert projection_error < 1e-11

# Cartesian form of the k = 4 term
cubic = racah(4, 0, points) + sqrt(5 / 14) * (
    racah(4, 4, points) + racah(4, -4, points))
cartesian = 35 / 4 * (np.sum(points ** 4, axis=1) - 3 / 5)
assert np.max(np.abs(3.5 * cubic - cartesian)) < 1e-11

# Angular integrals and the selection rule
C40, C44 = d_matrix(4, 0), d_matrix(4, 4)
assert np.allclose(C40, np.diag([1, -4, 6, -4, 1]) / 21, atol=1e-12)
assert abs(C44[4, 0] - sqrt(70) / 21) < 1e-12
assert max(np.max(np.abs(d_matrix(6, q))) for q in range(-6, 7)) < 1e-12

# Derived angular matrix against the direct Coulomb matrix, in and out of R
angular = np.diag([1.0, -4.0, 6.0, -4.0, 1.0]) / 21
angular[0, 4] = angular[4, 0] = 5 / 21
matrix_error = 0.0
for r in (0.3, 0.8, 1.0, 1.4, 2.5):
    small, large = min(r, 1.0), max(r, 1.0)
    derived = 6 / large * np.eye(5) + 3.5 * small ** 4 / large ** 5 * angular
    matrix_error = max(matrix_error, np.max(np.abs(
        direct_shell_matrix(r, 1.0) - derived)))
assert matrix_error < 1e-11

# Cartesian d functions must diagonalise the direct matrix: z2, x2-y2 upper
x, y, z = points.T
real_d = np.array([sqrt(5) / 2 * (3 * z * z - 1),
                   sqrt(15) / 2 * (x * x - y * y),
                   sqrt(15) * x * y, sqrt(15) * x * z,
                   sqrt(15) * y * z]) / sqrt(4 * pi)
to_real = (np.conj(Y2) * weights) @ real_d.T
in_real = to_real.conj().T @ direct_shell_matrix(0.8, 1.0) @ to_real
levels = 6 + 3.5 * 0.8 ** 4 * np.array([6, 6, -4, -4, -4]) / 21
assert np.allclose(in_real, np.diag(levels), atol=1e-11)
angular_levels = np.linalg.eigvalsh(angular)

# Worked example with round model parameters
Z, R, zeta = 2.0, 4.0, 3.0


def radial_density(r):
    return (2 * zeta) ** 7 / factorial(6) * r ** 6 * np.exp(-2 * zeta * r)


nodes, node_weights = np.polynomial.legendre.leggauss(60)
r_in, w_in = R / 2 * (nodes + 1), R / 2 * node_weights
r_out, w_out = R + 6 * (nodes + 1), 6 * node_weights
r_all, w_all = np.concatenate([r_in, r_out]), np.concatenate([w_in, w_out])
p_all = w_all * radial_density(r_all)
r4 = np.sum(p_all * r_all ** 4)
outside = np.sum(w_out * radial_density(r_out))
r4_outside = np.sum(w_out * radial_density(r_out) * r_out ** 4) / r4
assert abs(np.sum(p_all) - 1) < 1e-11
assert abs(r4 - 315 / zeta ** 4) < 1e-10

ten_dq = 5 * Z * r4 / (3 * R ** 5)
dq = ten_dq / 10
full_matrix = Z * sum(p * direct_shell_matrix(r, R)
                      for r, p in zip(r_all, p_all))
full_levels = np.linalg.eigvalsh(full_matrix)
full_split = full_levels[3:].mean() - full_levels[:3].mean()
assert np.ptp(full_levels[:3]) < 1e-11 and np.ptp(full_levels[3:]) < 1e-11
r_less, r_more = np.minimum(r_all, R), np.maximum(r_all, R)
penetrating = np.sum(p_all * r_less ** 4 / r_more ** 5)
assert abs(full_split - 5 * Z / 3 * penetrating) < 1e-11
excess = ten_dq / full_split - 1
assert 0 < excess < 0.01

# A shell confined to r < 0.6 R must obey the closed formula without tail error
r_c, w_c = 0.3 * R * (nodes + 1), 0.3 * R * node_weights
p_c = w_c * r_c ** 6 * (0.6 * R - r_c) ** 4
p_c /= p_c.sum()
confined = np.linalg.eigvalsh(Z * sum(
    p * direct_shell_matrix(r, R) for r, p in zip(r_c, p_c)))
closed = 5 * Z * np.sum(p_c * r_c ** 4) / (3 * R ** 5)
assert abs(confined[4] - confined[0] - closed) < 1e-11

to_cm = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
print("LIGAND SUMS (dimensionless)")
for (k, q), value in S.items():
    print(f"S({k},{q}) = {value:.6f}")
print(f"S(4,4)/S(4,0) = {S[4, 4] / S[4, 0]:.6f}")
print("D-SHELL ANGULAR INTEGRALS (dimensionless)")
print("21 <2m|C40|2m>, m=-2..2:",
      " ".join(f"{v:.4f}" for v in 21 * np.diag(C40).real))
print(f"<2,2|C44|2,-2> = {C44[4, 0].real:.6f}")
print("21 x eigenvalues of cubic operator:",
      " ".join(f"{v:.4f}" for v in 21 * angular_levels))
print("TEST ERRORS (R = 1, unit charges, atomic units)")
print(f"largest projection error, k <= 5: {projection_error:.1e}")
print(f"largest direct matrix error: {matrix_error:.1e}")
print("WORKED EXAMPLE")
print(f"Z = {Z:.0f}")
print(f"R = {R:.1f} a0")
print(f"zeta = {zeta:.1f} 1/a0")
print(f"<r^4> = {r4:.5f} a0^4")
print(f"common shift 6Z/R = {6 * Z / R:.5f} hartree")
print(f"Dq = {dq:.7f} hartree")
print(f"eg shift +6Dq = {6 * dq:.6f} hartree")
print(f"t2g shift -4Dq = {-4 * dq:.6f} hartree")
print(f"10Dq, closed formula = {ten_dq:.6f} hartree")
print(f"10Dq, closed formula = {ten_dq * to_cm:.1f} cm^-1")
print("FULL COULOMB MATRIX, TAIL BEYOND R INCLUDED")
print(f"density outside R = {outside:.2e} (fraction)")
print(f"share of <r^4> from outside R = {100 * r4_outside:.4f} percent")
print(f"10Dq, full matrix = {full_split:.6f} hartree")
print(f"10Dq, full matrix = {full_split * to_cm:.1f} cm^-1")
print(f"closed formula too large by {100 * excess:.4f} percent")
print("every check passed")
```

It prints:

```
LIGAND SUMS (dimensionless)
S(0,0) = 6.000000
S(2,0) = 0.000000
S(4,0) = 3.500000
S(4,4) = 2.091650
S(4,-4) = 2.091650
S(6,0) = 0.750000
S(4,4)/S(4,0) = 0.597614
D-SHELL ANGULAR INTEGRALS (dimensionless)
21 <2m|C40|2m>, m=-2..2: 1.0000 -4.0000 6.0000 -4.0000 1.0000
<2,2|C44|2,-2> = 0.398410
21 x eigenvalues of cubic operator: -4.0000 -4.0000 -4.0000 6.0000 6.0000
TEST ERRORS (R = 1, unit charges, atomic units)
largest projection error, k <= 5: 2.9e-13
largest direct matrix error: 2.7e-15
WORKED EXAMPLE
Z = 2
R = 4.0 a0
zeta = 3.0 1/a0
<r^4> = 3.88889 a0^4
common shift 6Z/R = 3.00000 hartree
Dq = 0.0012659 hartree
eg shift +6Dq = 0.007595 hartree
t2g shift -4Dq = -0.005064 hartree
10Dq, closed formula = 0.012659 hartree
10Dq, closed formula = 2778.4 cm^-1
FULL COULOMB MATRIX, TAIL BEYOND R INCLUDED
density outside R = 1.31e-05 (fraction)
share of <r^4> from outside R = 0.1085 percent
10Dq, full matrix = 0.012654 hartree
10Dq, full matrix = 2777.3 cm^-1
closed formula too large by 0.0398 percent
every check passed
```
